# The Doping Energy E00 and Fermi-Level Tunnelling through a Depletion Barrier

## 1. An electron at the band edge

Let a metal touch an n-type semiconductor with uniform donor density $N$, permittivity $\varepsilon$ and a single isotropic effective mass $m$. Near the interface the electrons have left the donors, and the positive donor charge bends the conduction band upwards. Suppose first that the Fermi level coincides with the conduction-band edge of the neutral semiconductor. An electron at that energy faces a barrier whose height at the interface is the Schottky barrier $\phi$.

Measure $u$ from the edge of the depleted region towards the metal, which begins at $u=W$. All donors in $0<u<W$ are taken as ionized, their charge is smeared out, and no mobile electrons remain there. The electrostatic potential $\Phi$ obeys $\Phi''=-eN/\varepsilon$, with $e>0$ the elementary charge. The electron's potential energy is $V=-e\Phi$, so

$$V''(u)=\frac{e^2N}{\varepsilon},\qquad V(0)=V'(0)=0. \tag{1}$$

The boundary conditions put the zero of energy at the bulk band edge and state that the neutral bulk has no field. Two integrations give

$$V(u)=au^2,\qquad a=\frac{e^2N}{2\varepsilon}. \tag{2}$$

At energy zero the decay constant is

$$\kappa(u)=\frac{\sqrt{2mV(u)}}{\hbar}=\frac{\sqrt{2ma}}{\hbar}\,u .$$

In the WKB approximation the amplitude falls as $\exp(-\int\kappa\,du)$ and the probability as $\exp(-S)$, where $S$ is twice the integral:

$$S=2\int_0^W\kappa\,du=\frac{\sqrt{2ma}}{\hbar}\,W^2 . \tag{3}$$

The barrier height fixes the width through $aW^2=\phi$. Inserting $W^2=\phi/a$,

$$S=\frac{1}{\hbar}\sqrt{\frac{2m}{a}}\;\phi=\frac{\phi}{E_{00}},\qquad
E_{00}=\hbar\sqrt{\frac{a}{2m}}=\frac{\hbar e}{2}\sqrt{\frac{N}{m\varepsilon}} . \tag{4}$$

The last form follows from $a/(2m)=e^2N/(4m\varepsilon)$. The WKB exponential is thus $\exp(-\phi/E_{00})$, and the doping energy $E_{00}$ grows as $\sqrt N$.

The action is linear in $\phi$ because a higher barrier is also a wider one: at fixed doping both $W$ and the decay constant at the interface grow as $\sqrt\phi$. A different shape gives a different law. For a triangular barrier with constant force $F$, let $x$ be the distance from the turning point. Then $V-E=Fx$, the width is $\phi/F$, and

$$S_{\rm tri}=\frac{2\sqrt{2mF}}{\hbar}\int_0^{\phi/F}\!\sqrt{x}\,dx
=\frac{4\sqrt{2m}}{3\hbar F}\,\phi^{3/2}. \tag{5}$$

The parabola also gives $E_{00}$ a mechanical meaning. Writing $au^2=\tfrac12m\omega^2u^2$ gives $\omega=\sqrt{2a/m}$, and hence $E_{00}=\hbar\omega/2$.

## 2. The Fermi level inside the band

At sufficiently high doping the Fermi level lies above the bulk band edge, by an energy $\zeta>0$. We keep $\phi$ as the height of the interface band edge above the Fermi level. We also keep the fully depleted parabola (2), although electrons remain wherever the band edge lies below the Fermi level; Section 7 estimates the error. At zero bias the Fermi level is the same on both sides, so the total band bending is

$$V(W)=aW^2=\phi+\zeta,\qquad W=\sqrt{\frac{\phi+\zeta}{a}} . \tag{6}$$

An electron at the Fermi level, moving normal to the interface, has energy $\zeta$ in this scale. It enters the forbidden region at $u_t=\sqrt{\zeta/a}$, and

$$S=\frac{2\sqrt{2m}}{\hbar}\int_{u_t}^{W}\sqrt{au^2-\zeta}\;du . \tag{7}$$

Substitute $u=u_t\cosh t$. Since $au_t^2=\zeta$, the root becomes $\sqrt\zeta\,\sinh t$, while $du=u_t\sinh t\,dt$. The upper limit $t_W$ satisfies

$$\cosh t_W=\frac{W}{u_t}=\sqrt{\frac{\phi+\zeta}{\zeta}},\qquad
\sinh t_W=\sqrt{\cosh^2t_W-1}=\sqrt{\frac{\phi}{\zeta}} .$$

With $\sqrt\zeta\,u_t=\zeta/\sqrt a$ and $\int_0^{t_W}\sinh^2t\,dt=\tfrac12(\sinh t_W\cosh t_W-t_W)$, the integral in (7) equals

$$\frac{\zeta}{2\sqrt a}\left[\frac{\sqrt{\phi(\phi+\zeta)}}{\zeta}-t_W\right].$$

The factor in front combines to $\sqrt{2m/a}/\hbar=1/E_{00}$, so that

$$S=\frac{1}{E_{00}}\left[\sqrt{\phi(\phi+\zeta)}-\zeta\,\operatorname{arsinh}\sqrt{\frac{\phi}{\zeta}}\,\right]. \tag{8}$$

For $\zeta\to0$ the second term vanishes, because $\zeta$ falls faster than the logarithmic growth of the arsinh, and (4) returns.

## 3. In what sense the exponential law holds

To see how tunnelling responds to the barrier, differentiate (8) at fixed doping, hence at fixed $E_{00}$ and $\zeta$. The two pieces are

$$\frac{d}{d\phi}\sqrt{\phi(\phi+\zeta)}=\frac{2\phi+\zeta}{2\sqrt{\phi(\phi+\zeta)}},$$

$$\zeta\frac{d}{d\phi}\operatorname{arsinh}\sqrt{\frac{\phi}{\zeta}}
=\frac{\zeta}{\sqrt{1+\phi/\zeta}}\,\frac{1}{2\sqrt{\phi\zeta}}
=\frac{\zeta}{2\sqrt{\phi(\phi+\zeta)}} .$$

In the difference $\zeta$ cancels from the numerator:

$$\frac{dS}{d\phi}=\frac{1}{E_{00}}\sqrt{\frac{\phi}{\phi+\zeta}} . \tag{9}$$

This can be read directly from the barrier. Raising $\phi$ by $d\phi$ adds a slice of thickness $dW=d\phi/[2\sqrt{a(\phi+\zeta)}]$ at the metal end, where the decay constant is $\sqrt{2m\phi}/\hbar$. Twice their product is (9).

The local decay energy $(dS/d\phi)^{-1}=E_{00}\sqrt{1+\zeta/\phi}$ tends to $E_{00}$ when $\phi\gg\zeta$. It exceeds $E_{00}$ for every $\zeta>0$, and since $S=0$ at $\phi=0$, it follows that $S<\phi/E_{00}$. The bare factor $\exp(-\phi/E_{00})$ is therefore smaller than the full WKB exponential.

The size of the difference follows from expanding (8) for $\zeta\ll\phi$. The root is

$$\sqrt{\phi(\phi+\zeta)}=\phi+\frac{\zeta}{2}-\frac{\zeta^2}{8\phi}+\dots$$

For large $y$, $\operatorname{arsinh}y=\ln(y+\sqrt{y^2+1})=\ln(2y)+1/(4y^2)+\dots$. With $y=\sqrt{\phi/\zeta}$,

$$\zeta\operatorname{arsinh}\sqrt{\frac{\phi}{\zeta}}
=\frac{\zeta}{2}\ln\frac{4\phi}{\zeta}+\frac{\zeta^2}{4\phi}+\dots$$

Subtracting,

$$E_{00}S=\phi-\frac{\zeta}{2}\left[\ln\frac{4\phi}{\zeta}-1\right]-\frac{3\zeta^2}{8\phi}+\dots \tag{10}$$

Define $\nu=\zeta/(2E_{00})$. Keeping the first two terms,

$$\exp(-S)\simeq\exp\!\left(-\frac{\phi}{E_{00}}\right)\left(\frac{4\phi}{\zeta}\right)^{\nu}\exp(-\nu). \tag{11}$$

The scaling law is thus a statement about the leading dependence on $\phi$ at fixed doping: an exponential with decay energy $E_{00}$, multiplied by a power of $\phi$. As $\phi$ grows, $S/\phi$ tends to $1/E_{00}$, but the ratio of $\exp(-S)$ to $\exp(-\phi/E_{00})$ does not tend to one. For that ratio to be near one, the correction in (10) must be small compared with $E_{00}$, which is a stricter demand than being small compared with $\phi$.

In the opposite limit, $\zeta\gg\phi$, (9) becomes $dS/d\phi\simeq\sqrt{\phi/\zeta}/E_{00}$, and integration from zero gives

$$S\simeq\frac{2\,\phi^{3/2}}{3E_{00}\sqrt\zeta} . \tag{12}$$

Here the electron crosses only the steep top of the parabola. The force there is $F=2aW\simeq2\sqrt{a\zeta}$, and inserting it in (5) reproduces (12). The exponential law in $\phi$ has then been lost.

## 4. The prefactor and the validity of WKB

The transmission $T$ also contains a prefactor. Let the metal have a flat potential, the same mass $m$ and wave number $K$ at the Fermi level. Transmission is equal in the two directions, so consider an electron coming from the metal and leaving into the semiconductor bulk.

Near $u_t$ the potential is approximated by a straight line, and the solutions are Airy functions. At a large scaled distance $z$ on the allowed side, with $\xi=\tfrac23z^{3/2}$, the combination $\mathrm{Bi}(-z)+i\,\mathrm{Ai}(-z)$ tends to $\pi^{-1/2}z^{-1/4}\exp[i(\xi+\pi/4)]$, a wave running away from the barrier. On the forbidden side the same combination is dominated by $\mathrm{Bi}(z)\to\pi^{-1/2}z^{-1/4}\exp(\xi)$. The coefficients are equal in magnitude. An outgoing wave $k^{-1/2}\exp(i\ldots)$, with $k$ the local wave number, therefore joins $\kappa^{-1/2}\exp(\int_{u_t}^u\kappa\,du')$ up to a phase. At the metal wall

$$|\psi(W)|^2=\frac{\exp(S)}{\kappa},\qquad \psi'(W)\simeq\kappa\,\psi(W),\qquad \kappa=\frac{\sqrt{2m\phi}}{\hbar}.$$

In the metal $\psi=A\exp[-iK(u-W)]+B\exp[iK(u-W)]$, where $A$ belongs to the incident wave. Continuity of $\psi$ and $\psi'$ gives $A=\tfrac12[\psi(W)+i\psi'(W)/K]$, and so

$$|A|^2=\frac{\exp(S)}{4\kappa}\left(1+\frac{\kappa^2}{K^2}\right).$$

In units of $\hbar/m$ the transmitted flux is $k\,(k^{-1/2})^2=1$ and the incident flux is $K|A|^2$. Their ratio is

$$T\simeq P\exp(-S),\qquad P=\frac{4K\kappa}{K^2+\kappa^2} . \tag{13}$$

Two conditions enter. At the wall, the decay constant must change little over its own decay length. From $\kappa'=mV'/(\hbar^2\kappa)$ and $V'=2aW$,

$$\frac{\kappa'}{\kappa^2}=\frac{2maW}{\hbar^2\kappa^3}=\frac{aW}{\phi\,\kappa}
=\frac{E_{00}}{\phi}\sqrt{\frac{\phi+\zeta}{\phi}} , \tag{14}$$

so $\phi$ must be large compared with $E_{00}$, and by a wider margin when $\zeta$ exceeds $\phi$. At the turning point, the Airy length $\ell=[\hbar^2/(4mau_t)]^{1/3}$ must be short compared with $u_t$, over which the slope of the parabola changes. Using $u_t^4=\zeta^2/a^2$,

$$\left(\frac{\ell}{u_t}\right)^3=\frac{\hbar^2a}{4m\zeta^2}=\frac{E_{00}^2}{2\zeta^2} . \tag{15}$$

This fails as $\zeta\to0$. The incoming velocity in the semiconductor then vanishes, and the true transmission vanishes with it. The band-edge result (4) concerns the exponential factor alone.

## 5. A worked contact

Take round model parameters: $m=0.3$ electron masses, relative permittivity 12, $N=2\times10^{19}\ \mathrm{cm^{-3}}$, $\phi=0.6$ eV, and a metal Fermi energy of 5 eV above the bottom of its band. Electronvolts and nanometres suit this problem better than atomic units.

Equation (4) gives $E_{00}=0.0438$ eV, or 0.00161 hartree. For $\zeta$, assume zero temperature and one spherical valley. Two spin states per wave vector inside a Fermi sphere of radius $k_F$ give $N=k_F^3/(3\pi^2)$, hence

$$\zeta=\frac{\hbar^2}{2m}(3\pi^2N)^{2/3}=0.0896\ \mathrm{eV}. \tag{16}$$

With $a=0.01508\ \mathrm{eV/nm^2}$, the lengths are

$$W=\sqrt{\frac{0.6896}{0.01508}}=6.76\ \mathrm{nm},\qquad
u_t=\sqrt{\frac{0.0896}{0.01508}}=2.44\ \mathrm{nm},$$

which leaves a tunnelling path of 4.33 nm. The action (8) is

$$S=\frac{0.6432-0.1504}{0.04376}=11.26,\qquad\text{whereas}\qquad \frac{\phi}{E_{00}}=13.71 .$$

The WKB exponential is $1.29\times10^{-5}$ and the bare one is $1.11\times10^{-6}$, too small by a factor of 11.6. The correction in (11), with $\nu=1.02$, supplies 10.4 of this. Yet the local decay energy, 0.0469 eV, is only 7% above $E_{00}$. The bare law describes the sensitivity to the barrier well and the magnitude badly.

For comparison with (13), the Schrödinger equation was integrated numerically through the same potential by a Runge–Kutta method, starting from an outgoing wave in the bulk. At fixed doping:

| $\phi$ (eV) | $S$ | $T$, numerical | $P\exp(-S)$ |
|---|---|---|---|
| 0.4 | 7.06 | $8.93\times10^{-4}$ | $9.03\times10^{-4}$ |
| 0.6 | 11.26 | $1.61\times10^{-5}$ | $1.59\times10^{-5}$ |
| 0.8 | 15.56 | $2.45\times10^{-7}$ | $2.40\times10^{-7}$ |
| 1.0 | 19.92 | $3.41\times10^{-9}$ | $3.33\times10^{-9}$ |
| 1.2 | 24.32 | $4.47\times10^{-11}$ | $4.35\times10^{-11}$ |

The WKB estimate stays within 3% of the numerical transmission while the latter falls by seven orders of magnitude. The ratio of numerical to WKB values rises slowly, from 0.99 to 1.03, and does not settle at one over this range. The calculation does not separate the sources of this deviation. Condition (15) is only weakly met, with $\ell/u_t\approx0.5$, but this number is the same in every row and so cannot by itself explain the rise with $\phi$. For barriers of several electronvolts the ratio levels off near 1.04. At the same $E_{00}$ this plateau is 1.33 when $\zeta$ is four times smaller and 1.01 when it is four times larger, in line with (15), so the 3% agreement belongs to this value of $\zeta/E_{00}$. Between the first and last rows $\ln T$ drops by 16.8 over 0.8 eV, an average decay energy of 0.048 eV. This lies 9% above $E_{00}$, because both the power of $\phi$ in (11) and the growth of $P$ slow the decay.

## 6. Changing the doping

When $N$ changes, both $E_{00}\propto N^{1/2}$ and $\zeta\propto N^{2/3}$ change. At $\phi=0.6$ eV:

| $N$ (cm⁻³) | $E_{00}$ (eV) | $\zeta$ (eV) | $\phi/E_{00}$ | $S$ |
|---|---|---|---|---|
| $1\times10^{19}$ | 0.031 | 0.056 | 19.39 | 16.82 |
| $2\times10^{19}$ | 0.044 | 0.090 | 13.71 | 11.26 |
| $5\times10^{19}$ | 0.069 | 0.165 | 8.67 | 6.45 |
| $1\times10^{20}$ | 0.098 | 0.262 | 6.13 | 4.13 |

Tenfold doping raises $\exp(-S)$ by a factor of $3.2\times10^5$, while the bare exponential predicts $5.7\times10^5$. The correction factor falls from 13 to 7.4 across the table, although $\nu\propto N^{1/6}$ increases. The logarithm explains this. With $L=\ln(4\phi/\zeta)$, the exponent of the correction in (11) is $\nu(L-1)$. Since $d\nu/d\ln N=\nu/6$ and $dL/d\ln N=-2/3$,

$$\frac{d}{d\ln N}\,\nu(L-1)=\frac{\nu}{6}(L-1)-\frac{2\nu}{3}=\frac{\nu}{6}(L-5). \tag{17}$$

To this order the correction shrinks with doping once $L<5$, that is, for $\zeta>0.027\,\phi$, or 0.016 eV here. Every row of the table satisfies this.

## 7. When the Fermi level ceases to dominate

At finite temperature, electrons above the Fermi level meet a thinner barrier. Let $E$ be the energy of normal motion, and replace $\zeta$ by $E$ in the integral (7) while holding the potential fixed. The integrand vanishes at the turning point, so the moving limit contributes nothing, and

$$\left.\frac{\partial S}{\partial E}\right|_{E=\zeta}=-\frac{\sqrt{2m}}{\hbar}\int_{u_t}^{W}\frac{du}{\sqrt{au^2-\zeta}}
=-\frac{1}{E_{00}}\operatorname{arsinh}\sqrt{\frac{\phi}{\zeta}} . \tag{18}$$

The thermal tail of the occupation falls as $\exp(-E/k_BT_e)$, where $T_e$ is the temperature. For tunnelling to remain concentrated near the Fermi level, this fall must clearly outweigh the gain in transmission. A necessary condition is

$$k_BT_e<\frac{E_{00}}{\operatorname{arsinh}\sqrt{\phi/\zeta}} . \tag{19}$$

In the example the arsinh is $0.1504/0.0896=1.68$, and the bound is 0.026 eV, roughly the thermal energy at room temperature. Room temperature is thus not well below the bound, and electrons distinctly above the Fermi level carry much of the current there, even though $E_{00}$ itself is larger than $k_BT_e$.

The potential (2) has limits of its own. The mean donor spacing $N^{-1/3}$ is 3.7 nm in the example, close to the tunnelling path of 4.3 nm, so the smeared donor charge is a mean-field idealization: an electron passing near a donor meets a lower barrier than one passing between donors. The parabola also ignores the electrons that remain where $V<\zeta$. In the Thomas–Fermi approximation at zero temperature their density is $N(1-V/\zeta)^{3/2}$. Multiplying Poisson's equation by $V'$ and integrating up to the turning point then gives $V'^2=\tfrac{12}{5}a\zeta$ there, instead of $4a\zeta$. Beyond that point the donors are bare again, so (8) holds with $\zeta$ replaced by $\tfrac35\zeta$. In the example $S$ rises from 11.26 to 11.95, which halves $\exp(-S)$. The image force, also omitted, acts the other way. The field at the interface is about 2 MV/cm, and adding $-e^2/(16\pi\varepsilon x)$, with $x$ the distance from the metal, to the parabola lowers the top from 0.60 to about 0.45 eV above the Fermi level and reduces $S$ from 11.26 to 10.30, a factor of 2.6 in $\exp(-S)$. The band-edge mass is also used up to 0.6 eV inside the gap, where the decay constant is smaller than the one-band value. The two-band form $\kappa^2=2m\Delta(1-\Delta/E_g)/\hbar^2$, with $\Delta=V-\zeta$ and a gap $E_g=1.1$ eV, gives $S=9.40$, a factor of about 6. A free-electron mass in the metal, with flux-conserving matching, would change $P$ from 1.24 to 1.81. The few-per-cent agreement in Section 5 measures the WKB approximation within this model, not the accuracy of the model for a real contact.
